# Exact escape from trapping basins in kinetic Monte Carlo

## Definitions and conventions

A kinetic Monte Carlo model has discrete configurations and constant transition rates between them. Select $n$ configurations that trap the walker and call this set the basin. For basin states $i,j$, let $K_{ij}$ be the rate from $i$ to $j$, with $K_{ii}=0$. For a configuration $j$ outside the basin, let $R_{ij}$ be the rate from $i$ to $j$. Define

$$r_i=\sum_j R_{ij},\qquad d_i=\sum_j K_{ij}+r_i,\qquad M=\mathrm{diag}(d)-K .$$

Here $r_i$ is the exit rate from state $i$ and $d_i$ its total outflow rate. The column vector $\mathbf 1$ has all entries one, $e_i$ is the unit column vector of the entry state $i$, and $\tau$ is the time from entry to exit. The equations contain only rates and times, apart from Boltzmann factors, so they hold unchanged in atomic units. Numbers are given in eV, K, nm and seconds or their fractions.

An exit state is a full configuration. Any event that changes the rate table counts as an exit, even if the trapped atom itself has not moved. One condition is imposed: from every basin state some exit can be reached by a chain of allowed jumps.

## What goes wrong with hop-by-hop simulation

The ordinary algorithm waits in state $i$ for an exponentially distributed time of mean $1/d_i$, then jumps to $j$ with probability $K_{ij}/d_i$ or $R_{ij}/d_i$. It is correct but spends its effort on flicker. Two states show how much. Let them exchange at rate $k$ each way, with exit rate $a$ from state 1 and $b$ from state 2. Then

$$M=\begin{pmatrix}k+a&-k\\-k&k+b\end{pmatrix},\qquad M^{-1}=\frac1\Delta\begin{pmatrix}k+b&k\\k&k+a\end{pmatrix},$$

where $\Delta=(k+a)(k+b)-k^2=k(a+b)+ab$. It is shown below that $(M^{-1})_{ij}$ is the mean time spent in $j$ after entry at $i$. Jumps leave $j$ at rate $d_j$, so entry at state 1 costs on average

$$\frac{(k+b)(k+a)+k(k+b)}{\Delta}=\frac{(k+b)(2k+a)}{\Delta}\;\longrightarrow\;\frac{2k}{a+b}\qquad(k\gg a,b)$$

jumps. The cost grows as the ratio of inner to exit rates, and nearly all of it buys no progress.

One could lower the fast rates artificially, but that changes the model. One could assume local equilibrium, but that fails when the rates are not well separated. The replacement should instead answer two questions without approximation: when does the walker leave, and where does it go?

## The exit time and the exit state

Let the row vector $p(s)$ hold the probabilities of still being in the basin, in each of its states, at time $s$ after entry. State $j$ gains $\sum_i p_iK_{ij}$ and loses $p_jd_j$ per unit time, so

$$\frac{dp}{ds}=-pM,\qquad p(s)=e_i^{T}e^{-Ms}.$$

The survival probability is $S(s)=p(s)\mathbf 1$. Since an exit is reachable from each of finitely many states, there are a time $s_0$ and a number $q<1$ such that survival through $s_0$ has probability at most $q$ from any start. Survival through $m$ such intervals then has probability at most $q^m$, so $e^{-Ms}$ decays exponentially. If $Mv=0$, then $e^{-Ms}v=v$ for all $s$, and the decay forces $v=0$. Hence $M$ is invertible.

Integrating $\frac{d}{ds}e^{-Ms}=-Me^{-Ms}$ from zero to infinity gives $-I=-M\int_0^\infty e^{-Ms}ds$, so

$$\int_0^\infty e^{-Ms}\,ds=M^{-1}.$$

The $ij$ entry of the left side is the time spent in $j$ after entry at $i$, as used above. The density of exit times is $-dS/ds$. Integration by parts, with vanishing boundary terms, gives $E[\tau]=\int_0^\infty S\,ds$. For all entry states together,

$$t=M^{-1}\mathbf 1 .$$

The probability of leaving to $j$ during $ds$ is $[p(s)R]_j\,ds$. Integration gives the exit probabilities

$$B=M^{-1}R .$$

Each row of $B$ sums to one: in $M\mathbf 1$ the inner rates cancel, leaving $M\mathbf 1=r=R\mathbf 1$, and so $B\mathbf 1=M^{-1}R\mathbf 1=\mathbf 1$.

For two states,

$$t_1=\frac{2k+b}{\Delta},\qquad B_{11}=\frac{a(k+b)}{\Delta},\qquad B_{12}=\frac{kb}{\Delta}.$$

For $k\to0$ with $a,b>0$ the walker leaves from where it entered: $t_1\to1/a$ and $B_{11}\to1$. If $b=0$, then $t_1=2/a$ for every $k$: the rare visit to state 2 has probability about $k/a$ but lasts $1/k$, and so adds another $1/a$. For $k\to\infty$ it averages over both states: $t_1\to2/(a+b)$ and $B_{11}\to a/(a+b)$. The same formulas cover both limits and everything between.

## What the mean time does not contain

It is tempting to draw $j$ from $B$ and, independently, an exponential time of mean $t_i$. This is not the original process. Integration by parts gives $\int_0^\infty s\,e^{-Ms}ds=M^{-2}$. Therefore

$$E[\tau^2]=2\int_0^\infty sS\,ds=[2M^{-1}t]_i,\qquad E[\tau;\,j]=\int_0^\infty s\,[p(s)R]_j\,ds=[M^{-1}B]_{ij},$$

where $E[\tau;j]$ counts the time only when the exit is $j$. The mean time given exit $j$ is $[M^{-1}B]_{ij}/B_{ij}$. For two states and entry at 1, with $B_{21}=ka/\Delta$ and $B_{22}=b(k+a)/\Delta$,

$$E[\tau|1]=\frac{(k+b)^2+k^2}{(k+b)\Delta},\qquad E[\tau|2]=\frac{2k+a+b}{\Delta}.$$

Over the common denominator $(k+b)\Delta$, the numerator of $E[\tau|2]-E[\tau|1]$ is $(k+b)(2k+a+b)-(k+b)^2-k^2=(k+b)(k+a)-k^2=\Delta$. Hence

$$E[\tau|2]-E[\tau|1]=\frac1{k+b}.$$

This is the mean length of one stay in state 2. A path that leaves from 2 contains one more such stay than a path that leaves from 1 after the same number of round trips. Exit time and exit state are correlated.

Some results survive the loss of this correlation. Let $\theta_i$ be the mean time to reach a target outside the basin. After an exit to $j$ the future depends on $j$ alone, so

$$\theta_i=t_i+\sum_jB_{ij}\theta_j .$$

Only $t_i$ and $B$ enter. Any nonnegative random time with mean $t_i$, or $t_i$ itself, therefore gives the same mean hitting times in a finite network where the target can be reached from everywhere. Long-run time fractions survive too. In a finite connected network, let $q_x$ be the long-run frequency with which the reduced simulation enters $x$, where $x$ is an outside state or a basin entry. By the law of large numbers, the time fraction of an outside state $o$ with total outflow rate $d_o$ is

$$\frac{q_o/d_o}{\sum_{o'}q_{o'}/d_{o'}+\sum_iq_it_i},$$

which again contains only means. As a test, a random network of nine states, four of them in the basin, with rates between $e^{-3}$ and $e^{3}$, was solved in full and in reduced form. Hitting times and outside time fractions agreed to relative errors below $10^{-14}$.

Probabilities at a given time, and the spread of arrival times, need the joint law. Integrating the exit flux up to $s$ gives

$$P(\tau\le s,\ j)=\Big[\int_0^s e^{-Mu}du\,R\Big]_{ij}=\big[(I-e^{-Ms})B\big]_{ij}.$$

It can be sampled without approximation. Draw $\xi$ uniformly in $(0,1)$ and solve $S(s)=\xi$. This gives the right time because $S$ decreases from one to zero and $P(S(\tau)<\xi)=\xi$. Then choose $j$ with probability proportional to $[p(s)R]_j$, the exit flux at that moment. If the clock must stop at a time $s$ before the exit, the current state is drawn from $p(s)/S(s)$.

When inner rates obey detailed balance, $w_iK_{ij}=w_jK_{ji}$ with Boltzmann weights $w$, the matrix with entries $w_i^{1/2}M_{ij}w_j^{-1/2}$ is symmetric. One diagonalization then gives $S$ as a sum of exponentials, and solving for $s$ is cheap. In a very deep basin the smallest decay rate is lost to rounding if $M$ is diagonalized in double precision. It can be obtained instead as the inverse of the largest eigenvalue of $M^{-1}$, with $M^{-1}$ formed by the state removal of the next section, or the diagonalization can be done with more digits. In a nested basin with three or more widely separated time scales, an intermediate rate can be spoiled in both $M$ and $M^{-1}$, and of these remedies only more digits help.

## The solution must not subtract

A deep basin has $r_i\ll\sum_jK_{ij}$. Forming $d_i$ in floating-point arithmetic then rounds away part of $r_i$, although $r_i$ sets the answer. The cure is to keep the exit rates separate and remove states one at a time.

Every linear system above has the form

$$d_ix_i=b_i+\sum_{j\ne i}K_{ij}x_j,\qquad b_i\ge0 .$$

Solve it for one state $z$: $x_z=(b_z+\sum_{j\ne z}K_{zj}x_j)/d_z$. Inserting this in the other equations gives the same form with

$$K'_{ij}=K_{ij}+\frac{K_{iz}K_{zj}}{d_z},\qquad b'_i=b_i+\frac{K_{iz}b_z}{d_z},\qquad d'_i=d_i-\frac{K_{iz}K_{zi}}{d_z}.$$

The last expression subtracts. Let the exit rates follow the same rule, $r'_i=r_i+K_{iz}r_z/d_z$. The new outflow from $i$ is then

$$\sum_{j\ne i,z}K'_{ij}+r'_i=(d_i-K_{iz})+\frac{K_{iz}}{d_z}(d_z-K_{zi})=d_i-\frac{K_{iz}K_{zi}}{d_z}=d'_i .$$

So $d'_i$ can be re-formed as a sum of nonnegative terms and the subtraction never has to be carried out. Physically, $K'$ and $r'$ are the rates of a walker whose visits to $z$ have been skipped. The unknowns are recovered in reverse order from the formula for $x_z$, again by additions. If some $d_z$ is zero, part of the basin has no way out and the basin must be redefined. The work grows as $n^3$, since each removal updates a square table.

The copper basin described below, cooled to 90 K, shows the difference. Its lowest exit saddle lies 0.27 eV above the hop saddle and $k_BT=0.00776$ eV, so the ratio of exit to hop rate is $e^{-34.8}\approx8\times10^{-16}$, close to double-precision rounding. Against 60-digit arithmetic with the same rates, an ordinary LU solution has a relative error of 21% in the exit time, and state removal has $2\times10^{-16}$. The 21% is an accident of rounding: it changes with the temperature and with the last digits of the rates.

## The resulting algorithm

1. When the walker flickers, choose a set of states that contains the present one.
2. List every event from every state of the set, including events of neighbouring atoms, and sort them into $K$ and $R$.
3. Remove states as above, with sources $\mathbf 1$ and the columns of $R$, to obtain $t$ and $B$.
4. If only mean hitting times or long-run time fractions are wanted, and only for states that never belong to a chosen set, advance the clock by $t_i$ and draw $j$ from row $i$ of $B$. For time-resolved results, use the joint sampler.
5. Install configuration $j$ and continue.

The choice of set decides which exits are sampled and at what cost, but with the joint sampler it does not change the law of the underlying walk. The future depends on the present state alone, so a set chosen from the past trajectory introduces no bias. If the walker keeps recrossing the boundary, the set should be enlarged. If it would leave after a few jumps, the hop-by-hop method is cheaper.

## The local-equilibrium limit and its error

Multiply all inner rates by $\lambda$, so that $M=\lambda L+D$ with $L=\mathrm{diag}(\sum_jK_{ij})-K$ and $D=\mathrm{diag}(r)$. Assume that the basin is connected by its inner jumps and that these obey detailed balance. The normalized Boltzmann weights $\pi$ then satisfy $\pi L=0$. Insert $t=t^{(0)}+t^{(1)}/\lambda+\dots$ into $Mt=\mathbf 1$ and compare powers of $\lambda$:

$$Lt^{(0)}=0,\qquad Lt^{(1)}+Dt^{(0)}=\mathbf 1 .$$

The first equation makes $t^{(0)}$ the same for all states. Multiplying the second by $\pi$ from the left removes $L$ and leaves $t^{(0)}\sum_i\pi_ir_i=1$. The same steps apply to $MB=R$. Hence

$$t^{(0)}=\frac1{\sum_i\pi_ir_i},\qquad B^{(0)}_{ij}=\frac{\sum_l\pi_lR_{lj}}{\sum_l\pi_lr_l}.$$

The inner rates drop out at leading order, and the error falls as $1/\lambda$.

## A copper adatom at an island edge

A copper adatom sits beside a five-atom edge of an island on Cu(100), at 400 K, where $k_BT=0.03447$ eV. Rates are $10^{13}\,\mathrm{s^{-1}}$ times a Boltzmann factor. Measured from an inner site, the saddles lie at 0.25 eV for hops along the edge, 0.52 and 0.56 eV for rounding the left and right corners, and 0.80 eV for detachment to the terrace. The two end sites lie 0.02 eV higher than the inner ones. A corner atom of the island can itself move over a barrier of 0.60 eV, unless the adatom sits beside it and holds it. This event changes the rate table and so is an exit.

An inner hop has the rate $10^{13}e^{-0.25/0.03447}=7.08\times10^{9}\,\mathrm{s^{-1}}$ each way. From the left end the corner is rounded at $5.02\times10^6\,\mathrm{s^{-1}}$, from the right end at $1.57\times10^6\,\mathrm{s^{-1}}$. A free corner atom moves at $2.76\times10^5\,\mathrm{s^{-1}}$.

The local-equilibrium estimate can be done by hand. Each end site has weight 0.1359 and each inner site 0.2427. The average number of free corner atoms is $2-2(0.1359)=1.728$. The contributions to $\sum_i\pi_ir_i$ are

- left corner: $0.1359\times5.02\times10^6=6.8\times10^5\,\mathrm{s^{-1}}$;
- right corner: $0.1359\times1.57\times10^6=2.1\times10^5\,\mathrm{s^{-1}}$;
- corner atoms: $1.728\times2.76\times10^5=4.8\times10^5\,\mathrm{s^{-1}}$;
- detachment: about $10^3\,\mathrm{s^{-1}}$.

The sum, $1.372\times10^6\,\mathrm{s^{-1}}$ before rounding of the terms, gives 0.729 µs. The full solution for entry at the left end is 0.7285 µs, lower by $2.4\times10^{-4}$ of the estimate. With inner rates ten and a hundred times larger, the deviation falls to $2.4\times10^{-5}$ and $2.4\times10^{-6}$, as the expansion requires. The exits are 49.7% left corner, 15.5% right corner, 34.7% corner atom and 0.07% detachment. One basin step replaces on average 10,020 jumps.

The small dependence on the entry site follows from the first row of $Mt=\mathbf 1$, which reads $K_{12}(t_1-t_2)+r_1t_1=1$. With $r_1=5.29\times10^6\,\mathrm{s^{-1}}$ and $K_{12}=1.265\times10^{10}\,\mathrm{s^{-1}}$,

$$t_1-t_2=\frac{1-r_1t_1}{K_{12}}=\frac{1-3.86}{1.265\times10^{10}\,\mathrm{s^{-1}}}=-0.23\ \mathrm{ns}.$$

Entry at the left end gives a shorter stay than entry at the neighbouring site, because $r_1$ exceeds $1/t_1$. The correlation is also weak at 400 K: the mean time is 0.728 µs given a left exit and 0.729 µs given a right exit.

At 900 K, with the same barriers, it is strong. This case tests the formulas and is not a prediction for copper: the hop barriers are then only about $3k_BT$, and a stay on an inner site lasts 1.2 ps, about six vibration periods of 0.2 ps, so the loss of memory between hops is doubtful. The two conditional means are 72.8 and 92.4 ps. The probability of a left exit within the first 4.13 ps, one twentieth of the mean time, is 0.0343 from the joint law. A test with 40,000 hop-by-hop runs gave 0.0340, and as many draws from the joint sampler gave 0.0339. Drawing the exit independently of a time taken from the exact survival law gives 0.0156, less than half; with an exponential time of mean $t_i$ it gives 0.0124. The mean time in the direct runs was $82.15\pm0.42$ ps (one standard error), against 82.55 ps from the formula.

## The model beside a real copper surface

The parameters are rough values for Cu(100), and the corner-atom barrier of 0.60 eV is only an assumed one. On a real island it depends on the adatom's site: a corner atom stepping out onto the edge loses two bonds, and regains one if the adatom sits on the next site. A second-moment tight-binding potential puts these two barriers near 0.7 and 0.5 eV. With 0.70 eV on all sites the corner-atom share falls from 35% to 3% and the mean time rises to 1.08 µs. On other faces, such as Cu(111), the barriers differ. The solution is exact for the rate table, not for copper, and the barriers are the weakest input. At 400 K, raising all exit barriers by 0.05 eV, a plausible error of a computed barrier, multiplies the mean time by 4.3. Raising the left saddle alone lowers its share of exits from 50% to 19%. A common prefactor is a further assumption: a threefold larger one for corner atoms raises their share from 35% to 61%. Events missing from the table, such as exchange of the adatom with an island atom, are not sized here.

Other neglected effects are smaller for these numbers. Halving the inner rates, as recrossing of the shallow saddles might do, lowers the mean time for entry at the left end by $2\times10^{-4}$ of its value. The stay on an inner site, 71 ps, is long beside an assumed vibration period of 0.2 ps, which supports the loss of memory between hops. The leading tunnelling correction, $1+(\omega/k_BT)^2/24$ in atomic units with $\omega$ the angular barrier frequency, is 1.015 at 5 THz. A current density of 1 MA/cm², with resistivity 2 µΩ cm and an effective charge number of 20, biases the whole 1.02 nm edge by $4\times10^{-6}$ eV, or $10^{-4}k_BT$. During growth at 10 layers per second with a capture area of 100 sites, $7\times10^{-4}$ atoms arrive per stay, so the rate table is nearly always constant until the exit. Temperature matters far more: the mean time is 7.0 µs at 350 K and 0.12 µs at 450 K. The numerical output lists the remaining values.

## Computed results

```
temperature 400 K, kT = 0.03447 eV
prefactor 1.0e+13 1/s; end sites higher by 0.02 eV
saddles hop/left/right/detach: 0.25 0.52 0.56 0.80 eV
barrier of island corner atom: 0.60 eV
hop rate from end site: 1.2651e+10 1/s
hop rate from inner site, each way: 7.0817e+09 1/s
left-corner exit rate from left end: 5.0151e+06 1/s
right-corner exit rate from right end: 1.5714e+06 1/s
detachment rate from inner site: 8.3261e+02 1/s
move rate of one free corner atom: 2.7563e+05 1/s
mean exit time by entry site (us): 0.72850 0.72873 0.72887 0.72892 0.72890
spread of exit time, left entry: 0.72880 us
spread / mean, left entry: 1.000413
P(round left corner), left / right entry: 0.496750 / 0.496228
P(round right corner), left / right entry: 0.155490 / 0.155823
P(detach to terrace), left / right entry: 0.000736 / 0.000737
P(island corner atom moves), left / right entry: 0.347023 / 0.347212
mean time given left exit, left entry: 0.72805 us
mean time given right exit, left entry: 0.72921 us
mean jumps replaced by one basin step: 10019.6
share of time on each site: 0.13597 0.24280 0.24273 0.24268 0.13582
Boltzmann weight of each site: 0.13588 0.24275 0.24275 0.24275 0.13588
fast-mixing exit time: 0.72867 us
relative deviation, inner rates x1, x10, x100: -2.358e-04 -2.359e-05 -2.359e-06
propagation check, error in time, probability: 1.8e-12 1.8e-13
900 K, 40000 direct runs, left entry:
  mean time formula / direct: 82.55 / 82.15 ps
  standard error of direct mean: 0.42 ps
  jumps formula / direct: 58.65 / 58.39
  P(left exit) formula / direct: 0.2539 / 0.2520
  mean time given left, right exit: 72.80, 92.36 ps
  P(left exit before 4.13 ps): joint law 0.03430
  same, direct / exact sampler: 0.03402 / 0.03390
  same, time and exit drawn independently: 0.01560
random network, error in hitting time, time share: 8.9e-16 2.9e-15
90 K relative error, state removal: 2.2e-16
90 K relative error, ordinary LU: 2.1e-01
exit barriers +0.05 eV: mean time x 4.266
left saddle alone +0.05 eV: P(left) = 0.1879
corner-atom prefactor x3: P(corner atom) = 0.6144
inner rates halved: relative change of time -2.36e-04
Wigner factor at 5 THz: 1.0150
stay on inner site: 70.6 ps; vibration period 0.2 ps
electromigration inputs: charge number 20, 2.0 uOhm cm, 1.0 MA/cm2
bias along edge (1.024 nm): 4.10e-06 eV = 1.2e-04 kT
atoms arriving per stay (10 layers/s, 100 sites): 7.3e-04
mean exit time at 350 K, 450 K: 7.0329, 0.1228 us
```
